# Why symmetric exchange suppresses detuning noise but leaves barrier noise: a program that tests the result

```python
"""Symmetric exchange in a silicon MOS double quantum dot.

Result under test: for mirror-equivalent dots the exchange J is even in the
detuning eps (right minus left dot energy), so to leading order
    Var(J)/J^2 = s^2 + 2 sigma_eps^4/W^4,   W^2 = (U+J)(U+2J),
where s is the first-order relative error caused by barrier-height noise.
U: on-site minus inter-dot repulsion; t: tunnel coupling; V: barrier height.
Energies are in meV and lengths in nm unless a label says otherwise.
Device parameters are rough values typical of silicon MOS double dots.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize_scalar

MEV = 1e-3 * const.e
MASS = 0.19
KIN = const.hbar**2 / (2 * MASS * const.m_e) / MEV * 1e18   # hbar^2/2m
WELL, WIDTH, HEIGHT = 30.0, 25.0, 6.0
U = 10.0
SIG_EPS, SIG_BAR = 0.010, 0.005
PHI = np.pi                                                # SWAP angle


def tunnel_exact(v):
    """Half the even-odd splitting of two square wells with hard outer walls."""
    energies = []
    for power in (1, -1):
        def match(k):
            q = np.sqrt(v / KIN - k * k)
            return (k * np.cos(k * WELL)
                    + q * np.tanh(q * WIDTH / 2)**power * np.sin(k * WELL))
        k = brentq(match, np.pi / (2 * WELL), np.pi / WELL,
                   xtol=1e-16, rtol=1e-15)
        energies.append(KIN * k * k)
    return (energies[1] - energies[0]) / 2


def tunnel_formula(v):
    """Weak-tunnelling t, d ln t/dV, isolated-well level and decay constant."""
    def match(k):
        return (k * np.cos(k * WELL)
                + np.sqrt(v / KIN - k * k) * np.sin(k * WELL))
    k = brentq(match, np.pi / (2 * WELL), np.pi / WELL, xtol=1e-15)
    q = np.sqrt(v / KIN - k * k)
    level_shift = k**2 / ((k**2 + q**2) * (1 + q * WELL))   # dE/dV
    t = (4 * KIN * q**2 * k**2 * np.exp(-q * WIDTH)
         / ((k**2 + q**2) * (1 + q * WELL)))
    dq = (1 - level_shift) / (2 * KIN * q)
    dk = level_shift / (2 * KIN * k)
    slope = (dq * (2 / q - WIDTH - WELL / (1 + q * WELL))
             + 2 * dk / k - 1 / v)
    return t, slope, KIN * k * k, q


def exchange(eps, t_ll, t_rr=None, u_l=U, u_r=U):
    """J from diagonalizing the three-state singlet block; triplet at zero."""
    t_rr = t_ll if t_rr is None else t_rr
    eps, t_ll, t_rr = np.broadcast_arrays(eps, t_ll, t_rr)
    h = np.zeros(eps.shape + (3, 3))
    h[..., 0, 1] = h[..., 1, 0] = np.sqrt(2) * t_ll
    h[..., 0, 2] = h[..., 2, 0] = np.sqrt(2) * t_rr
    h[..., 1, 1] = u_l - eps
    h[..., 2, 2] = u_r + eps
    return -np.linalg.eigvalsh(h)[..., 0]


def zero_bias_j(t):
    return 8 * t**2 / (U + np.sqrt(U**2 + 16 * t**2))


def curvature_scale2(j):
    return (U + j) * (U + 2 * j)


def detuning_slope(eps, t, j):
    """d ln J / d eps from the implicit equation for J."""
    y = U + j
    return 2 * eps / (y**2 - eps**2 + 2 * j * y - 4 * t**2)


def pair_basis(n, sign):
    """Orthonormal symmetric (+1) or antisymmetric (-1) two-particle basis."""
    i, j = np.triu_indices(n, 0 if sign > 0 else 1)
    col = np.arange(len(i))
    amp = np.where(i == j, 0.5, np.sqrt(0.5))
    return sparse.coo_matrix(
        (np.r_[amp, sign * amp], (np.r_[i * n + j, j * n + i],
                                  np.r_[col, col])),
        shape=(n * n, len(i))).tocsr()


def exchange_valley(eps, t, split, phase):
    """J from all two-electron states of two dots with two valleys and spin."""
    c, s = np.cos(phase / 2), np.sin(phase / 2)
    hop = t * np.array([[c, s], [-s, c]])
    valley = np.diag([-split / 2, split / 2])
    orbital = np.block([[valley - eps / 2 * np.eye(2), hop],
                        [hop.T, valley + eps / 2 * np.eye(2)]])
    one = np.kron(orbital, np.eye(2))
    dot = np.arange(8) // 4
    pair = np.kron(one, np.eye(8)) + np.kron(np.eye(8), one)
    pair += np.diag(U * (dot[:, None] == dot[None, :]).ravel())
    b = pair_basis(8, -1).toarray()
    levels = np.linalg.eigvalsh(b.T @ pair @ b)
    return levels[1] - levels[0]


# Two-electron grid model with softened Coulomb repulsion.
NGRID, EPS_R, SOFT = 42, 7.8, 8.0
LENGTH = 2 * WELL + WIDTH
STEP = LENGTH / (NGRID + 1)
X = -LENGTH / 2 + STEP * np.arange(1, NGRID + 1)
KINETIC = KIN / STEP**2 * (2 * np.eye(NGRID) - np.eye(NGRID, k=1)
                           - np.eye(NGRID, k=-1))
COULOMB = const.e**2 / (4 * np.pi * const.epsilon_0) / MEV * 1e9 / EPS_R
REPULSION = COULOMB / np.sqrt((X[:, None] - X[None, :])**2 + SOFT**2)
SYM, ANTI = pair_basis(NGRID, 1), pair_basis(NGRID, -1)


def grid_potential(eps, v, shift):
    barrier = v * np.clip((WIDTH / 2 - abs(X - shift)) / STEP + 0.5, 0, 1)
    return barrier + eps * np.clip((X - shift) / WIDTH, -0.5, 0.5)


def exchange_grid(eps, v=HEIGHT, shift=0.0):
    one = sparse.csr_matrix(KINETIC + np.diag(grid_potential(eps, v, shift)))
    eye = sparse.identity(NGRID, format="csr")
    pair = (sparse.kron(one, eye) + sparse.kron(eye, one)
            + sparse.diags(REPULSION.ravel())).tocsr()
    ground = [eigh((b.T @ pair @ b).toarray(), eigvals_only=True,
                   subset_by_index=[0, 0])[0] for b in (SYM, ANTI)]
    return ground[1] - ground[0]


def dot_gap(eps, shift):
    """Right minus left one-electron level, the other well being blocked."""
    pot = grid_potential(eps, HEIGHT, shift)
    left = np.where(X > shift, HEIGHT, pot)
    right = np.where(X < shift, HEIGHT, pot)
    return (np.linalg.eigvalsh(KINETIC + np.diag(right))[0]
            - np.linalg.eigvalsh(KINETIC + np.diag(left))[0])


# Tunnel coupling and its response to the barrier height.
t0 = tunnel_exact(HEIGHT)
t_approx, dlnt_dv, level, decay = tunnel_formula(HEIGHT)
dv = 0.01
dlnt_numeric = np.log(tunnel_exact(HEIGHT + dv)
                      / tunnel_exact(HEIGHT - dv)) / (2 * dv)
assert abs(t_approx / t0 - 1) < 0.01
assert abs(dlnt_dv / dlnt_numeric - 1) < 0.01

# Exchange formulas at strong coupling, where corrections in J/U are visible.
t_big = 1.0
j_big = zero_bias_j(t_big)
assert abs(exchange(0.0, t_big) / j_big - 1) < 1e-10
assert abs(exchange_valley(3.0, t_big, 5.0, 0.0)
           / exchange(3.0, t_big) - 1) < 1e-9
h = 0.05
curv = (exchange(h, t_big) / j_big - 1) / h**2
assert abs(curv * curvature_scale2(j_big) - 1) < 1e-3
power = np.log(exchange(0.0, 1.001) / exchange(0.0, 0.999)) / np.log(
    1.001 / 0.999)
assert abs(power / (2 * (U + j_big) / (U + 2 * j_big)) - 1) < 1e-4
slope_num = np.log(exchange(6.001, t_big) / exchange(5.999, t_big)) / 0.002
assert abs(slope_num / detuning_slope(6.0, t_big, exchange(6.0, t_big))
           - 1) < 1e-4

# Stationary point for unequal repulsions and unequal hopping amplitudes.
ul, ur, tll, trr = 10.0, 9.0, 0.50, 0.55
found = minimize_scalar(lambda e: float(exchange(e, tll, trr, ul, ur)),
                        bounds=(-5, 5), method="bounded",
                        options={"xatol": 1e-8})
u_mean = (ul + ur) / 2
y_star = (u_mean + np.sqrt(u_mean**2 + 4 * (tll + trr)**2)) / 2
eps_star = (ul - ur) / 2 + y_star * (trr - tll) / (trr + tll)
assert abs(found.x - eps_star) < 1e-3

# Average gate error from its definition, over random two-spin states.
rng = np.random.default_rng(7)
psi = rng.normal(size=(200000, 4)) + 1j * rng.normal(size=(200000, 4))
psi /= np.linalg.norm(psi, axis=1)[:, None]


def average_infidelity(error):
    overlap = np.sum(psi.conj() * (psi @ error.T), axis=1)
    return 1 - np.mean(abs(overlap)**2)


delta = 0.3
assert abs(average_infidelity(np.diag([np.exp(1j * delta), 1, 1, 1]))
           / (0.3 * (1 - np.cos(delta))) - 1) < 0.01

# Noise budget of the example.
j0 = zero_bias_j(t0)
w2 = curvature_scale2(j0)
dlnj_dv = 2 * (U + j0) / (U + 2 * j0) * dlnt_dv
s_bar = abs(dlnj_dv) * SIG_BAR
s_quad = np.sqrt(2) * SIG_EPS**2 / w2
inf_bar, inf_quad = 0.15 * PHI**2 * np.array([s_bar**2, s_quad**2])

xi = np.linspace(-8, 8, 401)
weight = np.exp(-xi**2 / 2)
weight /= weight.sum()


def relative_variance(j):
    mean = weight @ j
    return weight @ (j / mean - 1)**2


def noisy_infidelity(j):
    phase = PHI * (j / (weight @ j) - 1)
    return weight @ (0.6 * np.sin(phase / 2)**2)


t_noisy = np.array([tunnel_exact(HEIGHT + SIG_BAR * z) for z in xi])
j_bar = exchange(0.0, t_noisy)
j_det = exchange(SIG_EPS * xi, t0)
assert abs(noisy_infidelity(j_bar) / inf_bar - 1) < 0.02
assert abs(noisy_infidelity(j_det) / inf_quad - 1) < 0.01
offset = 0.02
var_offset = (4 * offset**2 * SIG_EPS**2 + 2 * SIG_EPS**4) / w2**2
assert abs(relative_variance(exchange(offset + SIG_EPS * xi, t0))
           / var_offset - 1) < 0.01
# Fully correlated noises of similar weight: the variances still add.
large = 0.5
var_sum = s_bar**2 + 2 * large**4 / w2**2
var_joint = relative_variance(exchange(large * xi, t_noisy))
assert abs(var_joint / var_sum - 1) < 0.05

# Exchange angle at which the oscillation envelope has fallen to 1/e.
angle_bar = np.sqrt(2) / s_bar
angle_quad = w2 / (2 * SIG_EPS**2) * np.sqrt(np.exp(4) - 1)
for angle, j in ((angle_bar, j_bar), (angle_quad, j_det)):
    envelope = abs(weight @ np.exp(1j * angle * (j / j0 - 1)))
    assert abs(envelope - np.exp(-1)) < 0.01

# Tilted gate with the same J, and the detuning where both noises are equal.
eps_tilt = 9.5
y = U + j0
t_tilt = np.sqrt(j0 * (y**2 - eps_tilt**2) / (4 * y))
assert abs(exchange(eps_tilt, t_tilt) / j0 - 1) < 1e-8
slope_tilt = detuning_slope(eps_tilt, t_tilt, j0)
s_tilt = slope_tilt * SIG_EPS
inf_tilt = 0.15 * PHI**2 * s_tilt**2
assert abs(noisy_infidelity(exchange(eps_tilt + SIG_EPS * xi, t_tilt))
           / inf_tilt - 1) < 0.03
ratio = SIG_EPS / s_bar
eps_equal = np.sqrt(ratio**2 + U**2) - ratio
de = 0.001
slope_equal = np.log(exchange(eps_equal + de, t0)
                     / exchange(eps_equal - de, t0)) / (2 * de)
assert abs(slope_equal * SIG_EPS / s_bar - 1) < 0.01
sig_equal = np.sqrt(s_bar * w2 / np.sqrt(2))

# Mirror symmetry and barrier response beyond the Hubbard model.
grid_step = 2.0
jg0, jgp, jgm = [exchange_grid(e) for e in (0.0, grid_step, -grid_step)]
odd_mirror = abs(jgp - jgm)
assert jg0 > 0
assert odd_mirror < 0.01 * abs(jgp + jgm - 2 * jg0)
curv_grid = (jgp + jgm - 2 * jg0) / (2 * jg0 * grid_step**2)
slope_grid = np.log(exchange_grid(0.0, HEIGHT + 0.1)
                    / exchange_grid(0.0, HEIGHT - 0.1)) / 0.2
assert slope_grid < 0
inf_bar_grid = 0.15 * PHI**2 * (slope_grid * SIG_BAR)**2
inf_quad_grid = 0.15 * PHI**2 * 2 * (curv_grid * SIG_EPS**2)**2

# Unequal wells, biased so that their one-electron levels coincide.
shift = 3.0
eps_level = brentq(dot_gap, -3, 3, args=(shift,))
ja0, jap, jam = [exchange_grid(eps_level + e, shift=shift)
                 for e in (0.0, 1.0, -1.0)]
assert abs(jap - jam) > 10 * odd_mirror
sweet_shift = -(jap - jam) / (2 * (jap + jam - 2 * ja0))

# Sizes of neglected effects.
split, valley_phase = 0.3, 0.5
j_valley = exchange_valley(0.0, t0, split, valley_phase)
assert abs(j_valley / j0 / np.cos(valley_phase / 2)**2 - 1) < 2e-3
assert abs(exchange_valley(2.0, t0, split, valley_phase)
           / exchange_valley(-2.0, t0, split, valley_phase) - 1) < 1e-6
field, delta_g, temperature = 0.1, 1e-3, 0.1
bohr = const.physical_constants["Bohr magneton"][0]
zeeman = delta_g * bohr * field / MEV
spin_h = np.zeros((4, 4))
spin_h[0, 0] = -j0
spin_h[0, 1] = spin_h[1, 0] = zeeman / 2
inf_zeeman = average_infidelity(np.diag([-1, 1, 1, 1])
                                @ expm(-1j * spin_h * PHI / j0))
kt = const.k * temperature / MEV
swap_time = const.h / (2 * j0 * MEV)
run_time = 3600.0
top_decade = np.log(10) / np.log(run_time / swap_time)

print(f"well, barrier width: {WELL:.0f}, {WIDTH:.0f} nm")
print(f"barrier height V: {HEIGHT:.1f} meV; mass {MASS} m_e")
print(f"repulsion U: {U:.1f} meV")
print(f"noise sigma_eps, sigma_b: {SIG_EPS:.3f}, {SIG_BAR:.3f} meV")
print(f"isolated-well level: {level:.3f} meV")
print(f"barrier decay constant: {decay:.4f} 1/nm")
print(f"t from splitting: {t0:.5f} meV")
print(f"t from formula: {t_approx:.5f} meV")
print(f"d ln t/dV formula: {dlnt_dv:.4f} 1/meV")
print(f"d ln t/dV numerical: {dlnt_numeric:.4f} 1/meV")
print(f"J at symmetry: {j0:.4e} meV")
print(f"J/h at symmetry: {j0 * MEV / const.h / 1e6:.2f} MHz")
print(f"SWAP time: {swap_time * 1e9:.2f} ns")
print(f"curvature scale W: {np.sqrt(w2):.4f} meV")
print(f"d ln J/dV: {dlnj_dv:.4f} 1/meV")
print(f"relative J error, barrier: {s_bar:.3e}")
print(f"relative J error, quadratic: {s_quad:.3e}")
print(f"SWAP infidelity, barrier: {inf_bar:.3e}")
print(f"SWAP infidelity, quadratic: {inf_quad:.3e}")
print(f"oscillations to 1/e, barrier: {angle_bar / (2 * np.pi):.1f}")
print(f"oscillations to 1/e, quadratic: {angle_quad / (2 * np.pi):.3e}")
print(f"tilted gate detuning: {eps_tilt:.2f} meV")
print(f"tilted gate t for same J: {t_tilt:.5f} meV")
print(f"tilted d ln J/d eps: {slope_tilt:.4f} 1/meV")
print(f"tilted relative J error, detuning: {s_tilt:.3e}")
print(f"tilted SWAP infidelity, detuning: {inf_tilt:.3e}")
print(f"detuning where both noises equal: {eps_equal:.2f} meV")
print(f"sigma_eps where quadratic = barrier: {sig_equal:.3f} meV")
print(f"correlated test, variance/sum: {var_joint / var_sum:.4f}")
print(f"unequal dots: U_L, U_R = {ul:.1f}, {ur:.1f} meV")
print(f"unequal dots: t_LL, t_RR = {tll:.2f}, {trr:.2f} meV")
print(f"unequal dots: eps* formula {eps_star:.4f} meV")
print(f"unequal dots: eps* numerical {found.x:.4f} meV")
print(f"grid: permittivity {EPS_R}, softening {SOFT:.0f} nm")
print(f"grid J: {jg0:.4e} meV")
print(f"grid J(+2 meV)/J(0): {jgp / jg0:.6f}")
print(f"grid J(-2 meV)/J(0): {jgm / jg0:.6f}")
print(f"grid curvature: {curv_grid:.5f} 1/meV^2")
print(f"Hubbard curvature 1/W^2: {1 / w2:.5f} 1/meV^2")
print(f"grid d ln J/dV: {slope_grid:.4f} 1/meV")
print(f"grid SWAP infidelity, barrier: {inf_bar_grid:.3e}")
print(f"grid SWAP infidelity, quadratic: {inf_quad_grid:.3e}")
print(f"unequal wells: {WELL + shift:.0f} and {WELL - shift:.0f} nm")
print(f"bias for equal levels: {eps_level:.4f} meV")
print(f"parabolic sweet spot from there: {sweet_shift:.4f} meV")
print(f"valley splitting {split} meV, phase gap {valley_phase} rad")
print(f"J ratio with valley phase gap: {j_valley / j0:.4f}")
print(f"field {field} T, g difference {delta_g:.0e}")
print(f"Zeeman difference / J: {zeeman / j0:.4f}")
print(f"SWAP infidelity, Zeeman: {inf_zeeman:.3e}")
print(f"double occupancy 4t^2/U^2: {4 * t0**2 / U**2:.3e}")
print(f"kT at {temperature} K: {kt:.5f} meV")
print(f"upper-valley Boltzmann factor: {np.exp(-split / kt):.1e}")
print(f"1/f run time: {run_time:.0f} s")
print(f"1/f variance in decade below gate rate: {top_decade:.3f}")
print("all assertions hold")
```

It prints:

```
well, barrier width: 30, 25 nm
barrier height V: 6.0 meV; mass 0.19 m_e
repulsion U: 10.0 meV
noise sigma_eps, sigma_b: 0.010, 0.005 meV
isolated-well level: 1.522 meV
barrier decay constant: 0.1494 1/nm
t from splitting: 0.01977 meV
t from formula: 0.01977 meV
d ln t/dV formula: -0.4082 1/meV
d ln t/dV numerical: -0.4082 1/meV
J at symmetry: 1.5630e-04 meV
J/h at symmetry: 37.79 MHz
SWAP time: 13.23 ns
curvature scale W: 10.0002 meV
d ln J/dV: -0.8164 1/meV
relative J error, barrier: 4.082e-03
relative J error, quadratic: 1.414e-06
SWAP infidelity, barrier: 2.467e-05
SWAP infidelity, quadratic: 2.961e-12
oscillations to 1/e, barrier: 55.1
oscillations to 1/e, quadratic: 5.826e+05
tilted gate detuning: 9.50 meV
tilted gate t for same J: 0.00617 meV
tilted d ln J/d eps: 1.9475 1/meV
tilted relative J error, detuning: 1.947e-02
tilted SWAP infidelity, detuning: 5.615e-04
detuning where both noises equal: 7.85 meV
sigma_eps where quadratic = barrier: 0.537 meV
correlated test, variance/sum: 1.0202
unequal dots: U_L, U_R = 10.0, 9.0 meV
unequal dots: t_LL, t_RR = 0.50, 0.55 meV
unequal dots: eps* formula 0.9578 meV
unequal dots: eps* numerical 0.9578 meV
grid: permittivity 7.8, softening 8 nm
grid J: 9.1547e-06 meV
grid J(+2 meV)/J(0): 1.134089
grid J(-2 meV)/J(0): 1.134089
grid curvature: 0.03352 1/meV^2
Hubbard curvature 1/W^2: 0.01000 1/meV^2
grid d ln J/dV: -0.6425 1/meV
grid SWAP infidelity, barrier: 1.528e-05
grid SWAP infidelity, quadratic: 3.327e-11
unequal wells: 33 and 27 nm
bias for equal levels: -0.5077 meV
parabolic sweet spot from there: -0.5606 meV
valley splitting 0.3 meV, phase gap 0.5 rad
J ratio with valley phase gap: 0.9388
field 0.1 T, g difference 1e-03
Zeeman difference / J: 0.0370
SWAP infidelity, Zeeman: 5.493e-04
double occupancy 4t^2/U^2: 1.563e-05
kT at 0.1 K: 0.00862 meV
upper-valley Boltzmann factor: 7.6e-16
1/f run time: 3600 s
1/f variance in decade below gate rate: 0.087
all assertions hold
```
